# Error Bounds for Lanczos Diagonalization of a Truncated Holstein Ring

## What a flat table does not show

An electron that deforms the lattice around it can be treated by diagonalizing a small Holstein ring. Each site carries an oscillator with infinitely many levels, so the phonon space must be cut. The naive scheme raises the cutoff until the energy stops changing. Three things go wrong.

First, the energy hides errors in the state. On the six-site ring treated below, a cutoff of four phonons gives an energy of $-2.9855$ instead of $-3.0008$ in units of the hopping, an error of 0.5%. The phonon number is 0.717 instead of 0.812, an error of 12%.

Second, a small change between two cutoffs does not bound the distance to the limit. At the strongest coupling treated below, the phonon number still missing at a cutoff of four is about twice the change from three to four. For cutoffs from seven to eleven the last step does exceed the remaining error on this ring, but that is an observation made afterwards, not a guarantee. The variational principle bounds the energy from one side, and says nothing direct about other observables.

Third, an unfinished Lanczos run can imitate convergence in the cutoff. After ten steps the energy is the same for cutoffs 10 and 16, yet it is wrong by $1.0\times10^{-4}$.

The scheme below replaces the flat table by computable bounds on the errors of energy, phonon number and electron-lattice correlation.

## Model and choice of basis

One electron moves on a periodic ring of $N\ge3$ sites. With $\hbar=1$ and $t,\omega,g>0$,

$$H=-t\sum_j(c_{j+1}^\dagger c_j+\text{h.c.})+\omega\sum_j b_j^\dagger b_j-g\omega\sum_j n_j(b_j+b_j^\dagger).$$

Let $G=g\omega$ and $\lambda=g^2\omega/(2t)$. At $t=0$ the occupied oscillator is displaced, and the energy is $-g^2\omega$; thus $\lambda$ compares this relaxation energy with the free band energy $2t$.

The ground state turns out to be translation invariant, so $\langle n_j\rangle=1/N$ at any coupling. A density profile cannot show trapping. The useful quantity is the lattice displacement seen from the electron,

$$\chi_r=\sum_j\langle n_j(b_{j+r}+b_{j+r}^\dagger)\rangle .$$

This suggests labelling phonons by their distance from the electron. For occupations $m=(m_0,\dots,m_{N-1})$ define

$$|K;m\rangle=\frac1{\sqrt N}\sum_j e^{iKj}c_j^\dagger\prod_r\frac{(b_{j+r}^\dagger)^{m_r}}{\sqrt{m_r!}}|0\rangle .$$

When the electron hops from $j$ to $j+1$, a phonon at distance $r$ comes to distance $r-1$. The new occupations are $(Sm)_r=m_{r+1}$. Setting $j'=j+1$ turns $e^{iKj}$ into $e^{-iK}e^{iKj'}$. The reverse hop gives the conjugate factor and $S^\dagger$, so

$$H_K=-t(e^{-iK}S+e^{iK}S^\dagger)+\omega\hat N-G(b_0+b_0^\dagger),\qquad \hat N=\sum_r b_r^\dagger b_r .$$

Here $b_r$ acts at distance $r$, and $\chi_r=\langle b_r+b_r^\dagger\rangle$.

Keep all configurations with at most $M$ phonons in total, and call the projector $P$. Adding one slack occupation for the unused phonons shows that their number is $\binom{N+M}{N}$. For $N=6$, $M=16$ this is 74,613; without momentum reduction it would be six times larger. Hopping conserves $\hat N$, so only phonon creation can leave the space.

Why is $K=0$ sufficient? In the original site basis all off-diagonal elements of $H$ are nonpositive. Replacing amplitudes by their moduli cannot raise the energy, so a ground state can be chosen nonnegative. If one amplitude vanished, the eigenvalue equation would force its neighbours to vanish too. All configurations are connected, since the electron can visit each site and absorb or create phonons there. Hence every amplitude of a nonnegative ground state is positive. Since $H$ is real, ground states can be chosen real. For any real ground state $\phi$, the vector $|\phi|-\phi$, with moduli taken amplitude by amplitude, is either zero or again a nonnegative ground state, and then positive everywhere. So $\phi$ has the same sign throughout. Two such vectors cannot be orthogonal, so the state is unique, and a translation, which keeps it positive, must have eigenvalue one. The same argument holds with the cutoff.

## Lanczos error and truncation error

From a normalized vector $v_1$, Lanczos builds orthonormal vectors by

$$\beta_k v_{k+1}=Hv_k-\alpha_kv_k-\beta_{k-1}v_{k-1},\qquad \alpha_k=\langle v_k|H|v_k\rangle,\quad \beta_0=0.$$

Rounding erodes orthogonality, so each new vector is reorthogonalized against the earlier ones. After $k$ steps $H$ is represented by a tridiagonal matrix. Let $\theta$ be its lowest eigenvalue and $s$ the normalized eigenvector. The recursion closes except for its last term, so the residual of the corresponding vector has norm $R=\beta_k|s_k|$.

This residual gives an energy error. For the two lowest levels $\lambda_0<\lambda_1$ of the matrix, the operator $(H-\lambda_0)(H-\lambda_1)$ is nonnegative. Its expectation value is $R^2+(\theta-\lambda_0)(\theta-\lambda_1)$, and therefore

$$0\le\theta-\lambda_0\le\frac{R^2}{\lambda_1-\theta}\qquad(\theta<\lambda_1).$$

For $M=16$ and $\lambda=1$, ten steps give $R=2.28\times10^{-2}$. With a gap close to 1, shown below, the bound is $5.2\times10^{-4}$; the error relative to the converged matrix eigenvalue is $1.0\times10^{-4}$. After twenty steps the error is $2.0\times10^{-8}$.

The third failure in the opening now has a cause. Start from the phonon vacuum. Each application of $H$ adds at most one phonon, so $v_k$ contains at most $k-1$. For $k\le M+1$ the tridiagonal matrix is therefore that of the ring with unlimited phonons. Ten-step energies agree for all $M\ge9$ because the cutoff has not been reached, not because the energy has converged. The residual must be made small before cutoffs are compared.

## A lower bound for unlimited phonons

Let $\psi$ be the converged truncated ground state and $E_M$ its energy. It is also a trial state for the full ring, so $E_M\ge E_0$. Spaces with larger $M$ contain the smaller ones, so $E_M$ cannot rise with $M$. What is missing is a lower bound.

Let $\Pi_M$ project on the layer with $M$ phonons. The only link between the kept and discarded spaces is $-G(b_0^\dagger\Pi_M+\text{h.c.})$. It joins an amplitude $a$ with $n_0$ phonons at the electron to an amplitude $a'$ with $n_0+1$. From $2|aa'|\le|a|^2+|a'|^2$,

$$-2G\sqrt{n_0+1}\,\mathrm{Re}(a^*a')\ge-G\sqrt{n_0+1}\,(|a|^2+|a'|^2).$$

The link has been replaced by two diagonal penalties, and the spaces are decoupled. The inner block becomes

$$A=PHP-G\,\Pi_M\sqrt{b_0^\dagger b_0+1}.$$

In the outer space apply the same inequality to every phonon link. A configuration in layer $L\ge M+1$ receives $-G\sqrt{n_0}$ from the link below and $-G\sqrt{n_0+1}$ from the link above. The hopping energy is at least $-2t$, and $n_0\le L$. The outer block is thus bounded below by the minimum over $L$ of

$$f(L)=-2t+\omega L-G(\sqrt L+\sqrt{L+1}).$$

Its derivative is

$$f'(L)=\omega\left[1-\frac g2\left(\frac1{\sqrt L}+\frac1{\sqrt{L+1}}\right)\right]>\omega\left(1-\frac g{\sqrt L}\right),$$

which is positive for $L>g^2$. If $M+1>g^2$, the minimum is at $L=M+1$:

$$q=-2t+\omega(M+1)-G(\sqrt{M+1}+\sqrt{M+2}).$$

Let $\alpha_0,\alpha_1$ be the two lowest eigenvalues of $A$. Since $H$ lies above the decoupled operator, the min-max principle gives, within the $K=0$ sector,

$$E_0\ge E_{\rm low}=\min(\alpha_0,q),\qquad E_1\ge E_{1,\rm low}=\min(\alpha_1,q).$$

The method costs one more Lanczos run, for $A$. This run starts from a random vector. The vacuum is unchanged by the reflection $r\to-r$, so a run started there would miss levels odd under reflection. A random vector misses a level with probability zero. The residuals of the run are subtracted: $\alpha_1$ is lowered by its residual norm, and $\alpha_0$ by the quadratic bound above. A small residual proves that a level is near, but not which one it is. The identification was therefore tested against dense diagonalization on three sites.

The certificate fails when the cutoff is too small. For $g^2=2$, $t=\omega=1$ and $M=4$,

$$q=-2+5-1.4142(2.2361+2.4495)=-3.63,$$

which is below the ground-state energy, so no gap can be established. At $M=8$ the same formula gives $-1.71$, and at $M=16$ it gives $3.17$. Both lie above the first excited level found below.

## From energy to observables

Write $\varepsilon=E_M-E_{\rm low}$, so that $0\le E_M-E_0\le\varepsilon$. Let $\psi_0$ be the full ground state and $c=\langle\psi_0|\psi\rangle>0$. The part of $\psi$ orthogonal to $\psi_0$ has weight $1-c^2$ and energy at least $E_1$, hence

$$E_M-E_0\ge(1-c^2)(E_1-E_0).$$

Since $E_0\le E_M$, the gap $E_1-E_0$ is at least $E_{1,\rm low}-E_M$. If this is positive,

$$1-c^2\le p=\frac{\varepsilon}{E_{1,\rm low}-E_M}.$$

For $p<1$ the difference $d=\psi_0-\psi$ satisfies

$$\|d\|^2=2-2c\le\delta^2=2(1-\sqrt{1-p}).$$

This does not yet control the phonon number, which is unbounded: a small admixture could carry many phonons. The energy prevents that. Completing a square,

$$\frac\omega2b_0^\dagger b_0-G(b_0+b_0^\dagger)=\frac\omega2(b_0^\dagger-2g)(b_0-2g)-2g^2\omega\ge-2g^2\omega,$$

so $H\ge-2t-2g^2\omega+\omega\hat N/2$. This also shows that the spectrum of the finite ring is discrete and a ground state exists. Because $(H-E_0)\psi_0=0$,

$$\langle d|H-E_0|d\rangle=\langle\psi|H-E_0|\psi\rangle=E_M-E_0\le\varepsilon .$$

Combining the last two results, and using $E_0\le E_M$ and $\|d\|\le\delta$,

$$\langle d|\hat N|d\rangle\le D^2=\frac2\omega\left[\varepsilon+(E_M+2t+2g^2\omega)\delta^2\right].$$

The round bracket is positive: completing the square with the whole of $\omega b_0^\dagger b_0$ gives $E_0\ge-2t-g^2\omega$.

Now insert $\psi_0=\psi+d$ in the phonon number:

$$\langle\hat N\rangle_{\psi_0}-\langle\hat N\rangle_\psi=2\,\mathrm{Re}\langle\psi|\hat N|d\rangle+\langle d|\hat N|d\rangle .$$

With $N_{\rm ph}=\langle\hat N\rangle_\psi$, the Cauchy-Schwarz inequality yields

$$|\Delta N_{\rm ph}|\le2D\sqrt{N_{\rm ph}}+D^2.$$

For $\chi_r$ the cross term has two parts. With $\nu_r=\langle b_r^\dagger b_r\rangle_\psi$, they obey $|\langle\psi|b_r^\dagger|d\rangle|\le\sqrt{\nu_r}\,\delta$ and $|\langle\psi|b_r|d\rangle|\le D$. The quadratic term is at most $2D\delta$. Therefore

$$|\Delta\chi_r|\le2(\delta\sqrt{\nu_r}+D)+2D\delta .$$

The energy bound is $\varepsilon$, while the others scale as $\sqrt\varepsilon$ when $\varepsilon$ is small. To certify the correlation, the energy bound must accordingly be much smaller than the tolerance wanted for it.

## A diagnostic from the uniform mode

One phonon mode can be solved by hand. Let $u=N^{-1/2}\sum_jb_j$. Because $\sum_jn_j=1$, its coupling does not depend on where the electron is:

$$\omega u^\dagger u-\frac{g\omega}{\sqrt N}(u+u^\dagger)=\omega\left(u^\dagger-\frac g{\sqrt N}\right)\left(u-\frac g{\sqrt N}\right)-\frac{g^2\omega}N .$$

In the ground state $\langle u\rangle=g/\sqrt N$, and the mode holds $g^2/N$ phonons. Adding one displaced quantum gives a level at $E_0+\omega$, still at $K=0$. The total displacement is

$$\sum_r\chi_r=\sqrt N\,\langle u+u^\dagger\rangle=2g .$$

Translation invariance gives each site the mean displacement $2g/N$. The part of $\chi_r$ that expresses correlation with the electron is thus $C_r=\chi_r-2g/N$, and $\sum_rC_r=0$.

Truncation breaks the displacement sum by a calculable amount. Let $B=\sum_rb_r$. It commutes with the shifts, and $[B,\omega\hat N]=\omega B$. Inside the kept space, creation is $b_0^\dagger(1-\Pi_M)$. Since $B$ lowers the phonon number and $Bb_0^\dagger=b_0^\dagger B+1$,

$$[B,b_0^\dagger(1-\Pi_M)]=(b_0^\dagger B+1)(1-\Pi_M)-b_0^\dagger B=1-\Pi_M-b_0^\dagger B\,\Pi_M .$$

The expectation of $[B,PHP]$ in its eigenstate $\psi$ vanishes, and $\psi$ is real. Hence

$$\sum_r\chi_r-2g=-2g\left(\langle\Pi_M\rangle+\langle b_0^\dagger B\,\Pi_M\rangle\right).$$

All amplitudes are positive, so both terms in the bracket are positive and the truncated lattice is displaced too little. At $M=6$, $\lambda=1$ both sides equal $-1.135\times10^{-2}$. The top-layer weight, $5.08\times10^{-4}$, contributes only $2g\times5.08\times10^{-4}=1.4\times10^{-3}$; the other term supplies the rest. Top-layer weight alone would understate this error.

## Six sites at intermediate coupling

Take $N=6$, $t=\omega=1$ and $\lambda=1$, so $g=\sqrt2$. These are round model parameters, not those of a material. Energies are in units of $t$.

| $M$ | $E_M$ | $N_{\rm ph}$ | $\chi_0$ | bound on energy error | bound on $N_{\rm ph}$ error |
|---|---|---|---|---|---|
| 8 | −3.000703 | 0.81131 | 1.60698 | 2.0e−4 | 7.3e−2 |
| 12 | −3.000756 | 0.81208 | 1.60770 | 1.5e−7 | 1.9e−3 |
| 16 | −3.000756 | 0.81208 | 1.60770 | 3.5e−11 | 3.0e−5 |

The last bound can be followed by hand. At $M=16$ the lower bound on $E_1$ is $-2.000756$, so the gap in $p$ is $1.000$, and $p\simeq\delta^2\simeq3.48\times10^{-11}$. Then

$$D^2=2\left[3.48+(-3.0008+2+4)\times3.48\right]\times10^{-11}=2.78\times10^{-10},$$

so $D=1.67\times10^{-5}$ and

$$|\Delta N_{\rm ph}|\le2(1.67\times10^{-5})\sqrt{0.812}=3.0\times10^{-5}.$$

The bound on $\chi_0$ is $4.3\times10^{-5}$. For this ring, then, $N_{\rm ph}=0.81208\pm0.00004$ and $\chi_0=1.60770\pm0.00005$. If the phonon number were required to $10^{-3}$, $M=12$ would not be certified, while $M=14$, with a bound of $2.6\times10^{-4}$, would.

The lower bound on $E_1$ coincides, to the digits given, with the known level $E_0+\omega$. At this coupling the first excitation at $K=0$ is therefore the uniform-mode quantum, to that accuracy.

The observable bounds are pessimistic. From $M=12$ to $M=16$ the phonon number changes by about $8\times10^{-7}$, far less than the bound at $M=12$. Cauchy-Schwarz allows for the least favourable direction of $d$. The three-site test shows the same pattern against a reference with a separate cutoff on each site and no momentum reduction. At $M=8$ the energy error is $5.2\times10^{-5}$ against a bound of $1.9\times10^{-4}$; the phonon-number error is $7.3\times10^{-4}$ against $7.5\times10^{-2}$.

The correlation profile needs the subtraction of $2g/N=0.4714$:

$$C_0=1.1363,\quad C_1=-0.0356,\quad C_2=-0.3352,\quad C_3=-0.3946 .$$

Counting distances 1 and 2 twice, the sum vanishes. The negative values do not mean that the lattice is displaced the other way. Every $\chi_r$ is positive, down to $\chi_3=0.0768$, as positive amplitudes require; distant sites are merely displaced less than the ring average. The uniform mode holds $g^2/N=1/3$ phonon, 41% of the total. Both $g^2/N$ and the subtracted mean $2g/N$ vanish as the ring grows, so the profile $C_r$ belongs to this ring and should not be read as that of an infinite chain.

## Coupling, crossover and cost

The fraction $\chi_0/(2g)$ measures how much of the total displacement sits on the electron's site. For $t\to0$ it is 1. Its weak-coupling limit follows from first-order perturbation theory. The coupling creates one phonon at $r=0$, an equal superposition of waves $q=2\pi k/N$ in the relative coordinate. Hopping gives each wave the energy $-2t\cos q$, compared with $-2t$ for the vacuum. The energy denominators are thus $\omega+2t(1-\cos q)$, and

$$\frac{\chi_0}{2g}\to\frac1N\sum_q\frac{\omega}{\omega+2t(1-\cos q)} .$$

For the present ring this is $(1+2\times\tfrac12+2\times\tfrac14+\tfrac15)/6=0.45$. The results at $M=16$ lie between the limits:

| $\lambda$ | energy | hopping energy | $N_{\rm ph}$ | $\chi_0/(2g)$ |
|---|---|---|---|---|
| 0.5 | −2.4715 | −1.804 | 0.324 | 0.496 |
| 1.0 | −3.0008 | −1.539 | 0.812 | 0.568 |
| 1.5 | −3.6234 | −1.174 | 1.661 | 0.685 |

With stronger coupling the electron gives up hopping energy and the displacement gathers on its site. This is self-trapping as a crossover. The ground level of the finite ring is unique and isolated, so it varies smoothly with $g$; there is no sudden localization and no broken translation symmetry. Even at $\lambda=1.5$ the phonon number is well below the value $g^2=3$ of an isolated site.

Stronger coupling also needs a larger cutoff. At $M=16$ the energy bound grows from $3.5\times10^{-11}$ at $\lambda=1$ to $6.7\times10^{-8}$ at $\lambda=1.5$, and the phonon-number bound from $3.0\times10^{-5}$ to $2.3\times10^{-3}$. At $\lambda=1.5$ only $N_{\rm ph}=1.661\pm0.003$ is certified. At $\lambda=0.5$ the computed energy bound, $3.1\times10^{-15}$, is at the level of rounding error, which the derivation does not include. It shows that truncation is no longer the limiting error, and should not be quoted as an accuracy.

The bounds refer to the phonon cutoff at fixed $N$. Finite-size shifts are much larger than these bounds: at $\lambda=1$, going from six to eight sites moves the energy from $-3.0008$ to $-2.9990$, $N_{\rm ph}$ from 0.812 to 0.809 and $C_0$ from 1.14 to 1.26. The infinite-chain limit needs a separate study in $N$, with the cutoff certified at each size. The full convergence record is in the numerical output.

## Table of computed values

```
Energies in units of t; N_ph, chi and C dimensionless
sites=6 t=1.0 w=1.0 lambda=1.0 g=1.414214
M | states | energy | N_ph | chi_0 | top-layer weight
 4    210 -2.985457265 0.7167734 1.5061056 6.71e-03
 6    924 -2.999613585 0.8002835 1.5960525 5.08e-04
 8   3003 -3.000703217 0.8113054 1.6069774 2.41e-05
10   8008 -3.000754579 0.8120461 1.6076767 7.63e-07
12  18564 -3.000756194 0.8120762 1.6077042 1.73e-08
14  38760 -3.000756230 0.8120770 1.6077050 2.95e-10
16  74613 -3.000756231 0.8120770 1.6077050 3.92e-12
Error bounds: M | energy | N_ph | chi_0
 8 1.96e-04 7.29e-02 1.03e-01
10 6.26e-06 1.28e-02 1.83e-02
12 1.45e-07 1.94e-03 2.78e-03
14 2.54e-09 2.57e-04 3.68e-04
16 3.48e-11 3.01e-05 4.31e-05
M=16: lower bound on E_0 = -3.000756231 t
M=16: lower bound on E_1 = -2.000756 t
Lanczos at M=16: steps | energy error (t) | residual (t)
 10 1.0e-04 2.3e-02
 20 2.0e-08 3.5e-04
 30 1.7e-12 3.3e-06
 40 0.0e+00 1.6e-08
 50 0.0e+00 1.2e-10
Correlation at M=16: r | chi_r | C_r
0 1.607705 +1.136300
1 0.435755 -0.035649
2 0.136189 -0.335216
3 0.076834 -0.394570
sum of chi_r = 2.8284271, 2g = 2.8284271
uniform-mode phonons = 0.3333333
M=6 sum-rule defect = -1.1352e-02, predicted -1.1352e-02
lambda | energy | kinetic | N_ph | chi_0/(2g)
0.5 -2.471478 -1.80378 0.32441 0.49605
1.0 -3.000756 -1.53920 0.81208 0.56841
1.5 -3.623428 -1.17381 1.66146 0.68518
Bounds by lambda: energy (t) | N_ph | chi_0
0.5 3.1e-15 1.4e-07 3.1e-07
1.0 3.5e-11 3.0e-05 4.3e-05
1.5 6.7e-08 2.3e-03 2.5e-03
3-site test: M | E error, bound (t) | N_ph error, bound
 8 5.2e-05 1.9e-04 7.3e-04 7.5e-02
10 1.6e-06 5.9e-06 2.8e-05 1.3e-02
12 3.4e-08 1.3e-07 7.5e-07 2.0e-03
```
